# Electronic Friction on a Vibration Coupled to One Resonant Level Under Bias

A vibration with coordinate $x$ shifts the energy of one spin-orbital, $\varepsilon(x)=\varepsilon_0+\lambda x$. The orbital exchanges electrons with several metallic leads, labelled $\alpha$, each in thermal equilibrium at its own chemical potential $\mu_\alpha$. Differences between the $\mu_\alpha$ are the bias. Electrons do not repel one another in this model, and $x$ is a classical coordinate. The Hamiltonian of the electrons is

$$H=\varepsilon(x)\,d^\dagger d+\sum_k E_k c_k^\dagger c_k+\sum_k\left(V_k d^\dagger c_k+V_k^* c_k^\dagger d\right),$$

where $k$ runs over the states of all leads. The coupling to lead $\alpha$ is measured by the width $\Gamma_\alpha=2\pi\sum_{k\in\alpha}|V_k|^2\delta(E-E_k)$. Up to part (d) the widths depend neither on $E$ (wide band) nor on $x$. Their sum is $\Gamma$. The electronic force is $F=-\langle\partial H/\partial x\rangle=-\lambda n$, with $n=\langle d^\dagger d\rangle$. The friction coefficient $\gamma$ is defined by the part $-\gamma\dot x$ of this force, to first order in the motion.

## (a) Eliminate the leads

**Question.** For a prescribed motion $\varepsilon(t)$ of the level, express $n(t)$ through one amplitude for each lead energy, and find the equation this amplitude obeys.

**Solution.** The Heisenberg equations are linear:

$$i\hbar\dot d=\varepsilon(t)d+\sum_kV_kc_k,\qquad i\hbar\dot c_k=E_kc_k+V_k^*d .$$

The second has the solution

$$c_k(t)=e^{-iE_k(t-t_0)/\hbar}c_k(t_0)-\frac{i}{\hbar}V_k^*\int_{t_0}^{t}e^{-iE_k(t-s)/\hbar}d(s)\,ds .$$

Inserted into the first, the integral carries the memory function

$$\sum_k|V_k|^2e^{-iE_k\tau/\hbar}=\frac{\Gamma}{2\pi}\int dE\,e^{-iE\tau/\hbar}=\hbar\Gamma\,\delta(\tau),$$

because the widths are constant. The delta function sits at the end of the integration range and contributes half its weight, for a band cut off symmetrically far away. (An asymmetric cutoff adds a constant level shift, which is absorbed in $\varepsilon_0$.) The memory term is therefore $-(i/\hbar)(\hbar\Gamma/2)d=-i(\Gamma/2)d$, and

$$i\hbar\dot d=\left[\varepsilon(t)-\tfrac{i}{2}\Gamma\right]d+\sum_kV_ke^{-iE_k(t-t_0)/\hbar}c_k(t_0).$$

The initial content of the level decays. What remains is linear in the initial lead operators, so write

$$d(t)=\sum_kV_ke^{-iE_k(t-t_0)/\hbar}\,a(E_k,t)\,c_k(t_0).$$

Differentiating the exponential produces a term $E_ka$ on the left. Comparing the coefficients of $c_k(t_0)$ gives

$$i\hbar\,\partial_ta=\left[\varepsilon(t)-E-\tfrac{i}{2}\Gamma\right]a+1. \tag{1}$$

The leads start uncorrelated, $\langle c_k^\dagger c_{k'}\rangle=\delta_{kk'}f_\alpha(E_k)$, with Fermi functions $f_\alpha$. Hence

$$n(t)=\sum_\alpha\Gamma_\alpha\int\frac{dE}{2\pi}f_\alpha|a|^2=\Gamma\int\frac{dE}{2\pi}\bar f(E)|a(E,t)|^2,\qquad \bar f=\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}f_\alpha. \tag{2}$$

The bias enters through the mean occupation $\bar f$ and nowhere else. For a level at rest, equation (1) gives

$$a=G(E)=\frac{1}{E-\varepsilon+i\Gamma/2},\qquad A(E)\equiv-2\,\mathrm{Im}\,G=\Gamma|G|^2=\frac{\Gamma}{(E-\varepsilon)^2+\Gamma^2/4}.$$

## (b) Find the force in phase with the velocity

**Question.** Let $x=x_0\cos\omega t$ with small $x_0$ and $\omega>0$. Find the friction coefficient $\gamma(\omega)$ at arbitrary bias.

**Solution.** The level moves by $u\cos\omega t$, with $u=\lambda x_0$. Put $a=G+\delta a$ in (1) and keep first order in $u$. Since $\varepsilon-E-i\Gamma/2=-1/G$,

$$i\hbar\,\partial_t\delta a=-\frac{\delta a}{G}+\frac u2\left(e^{-i\omega t}+e^{i\omega t}\right)G .$$

Try $\delta a=a_+e^{-i\omega t}+a_-e^{i\omega t}$. The first component obeys $\hbar\omega a_+=-a_+/G+uG/2$, so $a_+(1/G+\hbar\omega)=uG/2$. Now $1/G(E)+\hbar\omega=1/G(E+\hbar\omega)$. With $G_\pm=G(E\pm\hbar\omega)$, and the same step with $\omega\to-\omega$,

$$a_\pm=\frac u2\,G\,G_\pm .$$

The change of $|a|^2$ is

$$2\,\mathrm{Re}(G^*\delta a)=u|G|^2\,\mathrm{Re}\left[G_+e^{-i\omega t}+G_-e^{i\omega t}\right].$$

Its cosine part follows the position and changes the spring constant. Its sine part has the coefficient $\mathrm{Im}\,G_+-\mathrm{Im}\,G_-=(A_--A_+)/2$, where $A_\pm=A(E\pm\hbar\omega)$. Equation (2), with $\Gamma|G|^2=A$, then gives

$$\delta n_{\sin}=\frac{u\sin\omega t}{4\pi}\int dE\,\bar f\,A\,(A_--A_+).$$

In the first term replace $E$ by $E+\hbar\omega$. This is allowed because each term converges separately. It becomes $\int\bar f(E+\hbar\omega)A_+A\,dE$, so

$$\delta n_{\sin}=-\frac{u\sin\omega t}{4\pi}\int dE\,A(E)A(E+\hbar\omega)\left[\bar f(E)-\bar f(E+\hbar\omega)\right].$$

The velocity is $\dot x=-\omega x_0\sin\omega t$, so $-u\sin\omega t=\lambda\dot x/\omega$. The force $-\lambda\,\delta n_{\sin}$ equals $-\gamma(\omega)\dot x$ with

$$\gamma(\omega)=\frac{\lambda^2}{4\pi\omega}\int dE\,A(E)A(E+\hbar\omega)\left[\bar f(E)-\bar f(E+\hbar\omega)\right]. \tag{3}$$

## (c) Decide the sign

**Question.** Can any bias make $\gamma(\omega)$ negative? When does it vanish?

**Solution.** Each Fermi function decreases with energy. The weights $\Gamma_\alpha/\Gamma$ are non-negative and, in a wide band, constant. Their weighted sum $\bar f$ therefore decreases too, whatever the chemical potentials are. The square bracket in (3) is non-negative, as are $A(E)$ and $A(E+\hbar\omega)$. Hence

$$\gamma(\omega)\ge0\quad\text{at every bias and every frequency.}$$

At temperatures above zero the bracket is positive at all energies, and the spectral function has no zeros. The friction is then strictly positive for $\lambda\neq0$ and finite chemical potentials. The leads may even have different temperatures, since the argument needs no more than a decreasing $f_\alpha$ in each.

The bracket can be rewritten as

$$\bar f(E)-\bar f(E+\hbar\omega)=\bar f(E)\left[1-\bar f(E+\hbar\omega)\right]-\bar f(E+\hbar\omega)\left[1-\bar f(E)\right].$$

The first term counts electrons that can take a quantum from the vibration, the second those that can give one to it. Bias opens emission processes, since electrons from one lead find empty states in another at lower energy. In this model they are outweighed by absorption at each pair of energies.

A positive friction does not mean that the vibration stays cold. The current also exerts a random force, which feeds energy into the motion and is not described by $\gamma$.

## (d) The slow vibration

**Question.** Take $\omega\to0$. How is the friction under bias related to friction in equilibrium? What are its zero-temperature value and its upper bound?

**Solution.** At temperatures above zero the difference quotient in (3) has the limit $[\bar f(E)-\bar f(E+\hbar\omega)]/\omega\to-\hbar\,\bar f'(E)$. Therefore

$$\gamma=\hbar\lambda^2K,\qquad K=\frac1{4\pi}\int dE\,A(E)^2\left[-\bar f'(E)\right]\ge0. \tag{4}$$

Since $-\bar f'=\sum_\alpha(\Gamma_\alpha/\Gamma)(-f_\alpha')$, the biased friction is the weighted mean of equilibrium frictions, each evaluated with all leads at one $\mu_\alpha$, for a fixed level position. A mean of non-negative numbers is non-negative.

At low temperature $-f_\alpha'$ becomes a unit peak at $\mu_\alpha$, and

$$K\to\frac1{4\pi}\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}A(\mu_\alpha)^2. \tag{5}$$

The largest value of $A$ is $4/\Gamma$, reached at $E=\varepsilon$, and $\int(-\bar f')dE=1$. Thus $\gamma\le4\hbar\lambda^2/(\pi\Gamma^2)$, approached when all chemical potentials lie on the level and the temperature is low. In the opposite limit, with every $|\mu_\alpha-\varepsilon|\gg\Gamma$, each $A(\mu_\alpha)^2$ falls as $\Gamma^2/(\mu_\alpha-\varepsilon)^4$. The friction then tends to zero from above, while the current between leads on opposite sides of the level approaches a constant.

Equations (3) and (4) were tested against a level coupled to two explicit leads. In units $\hbar=\Gamma=1$ each lead had energies from $-100$ to $100$ with spacing 0.1, the shares were 0.3 and 0.7, $\varepsilon=0.4$ and $k_BT=0.1$. The complete system was propagated in time with the level passing 0.4 at speed $+0.01$ and $-0.01$, and half the difference of the two occupations, divided by the speed, gave $K$. For $\mu=(1,-1)$ the slow ramp gave 0.0952 and equation (4) gives 0.0941. For $\mu=(3,-2)$ the values are 0.00216 and 0.00214. An oscillation with $\hbar\omega=0.6$ at the latter bias gave 0.00234, against 0.00231 from (3). All eight cases in the numerical output are positive and agree within 1.5 %.

## (e) Remove the wide band

**Question.** Which step fails if the widths depend on energy? Find a case with negative friction.

**Solution.** The memory function is then no longer a delta function. A component of the amplitude at energy $E$ feels a complex self-energy $\Sigma(E)$, with $\Gamma(E)=-2\,\mathrm{Im}\,\Sigma(E)$, and $G=1/(E-\varepsilon-\Sigma)$. The component $a_+$ oscillates at total energy $E+\hbar\omega$ and feels $\Sigma(E+\hbar\omega)$, so $a_\pm=uGG_\pm/2$ still holds. So does $A=-2\,\mathrm{Im}\,G=\Gamma(E)|G|^2$, provided no bound state lies outside the bands. The algebra of part (b) goes through unchanged, and (3) and (4) survive with

$$\bar f(E)=\sum_\alpha\frac{\Gamma_\alpha(E)}{\Gamma(E)}f_\alpha(E).$$

What fails is the monotonic decrease of $\bar f$ used in part (c).

Put the level at energy 0 between two filter sites. Electrons enter through a site at $+1$ and leave through a site at $-1$. Each site has width 1 from its own wide-band lead and is joined to the level by a hopping energy 0.5. The source is full and the drain empty at all energies. Eliminating the filter sites gives

$$\Gamma_{\rm in}(E)=\frac{0.25}{(E-1)^2+\frac14},\qquad\Gamma_{\rm out}(E)=\frac{0.25}{(E+1)^2+\frac14},$$

and therefore

$$\bar f=\frac{\Gamma_{\rm in}}{\Gamma_{\rm in}+\Gamma_{\rm out}}=\frac{(E+1)^2+\frac14}{2E^2+\frac52}=\frac12+\frac{E}{E^2+\frac54}.$$

Its slope, $(\frac54-E^2)/(E^2+\frac54)^2$, is positive for $|E|<\sqrt{5/4}$. States of higher energy are fuller there than states of lower energy, and emission outweighs absorption. The integral (4) gives $K=-1.574$ in these units.

This was tested without the energy integral. With $\hbar=1$, the matrix $\rho_{ij}=\langle c_j^\dagger c_i\rangle$ of the three sites obeys $\dot\rho=-i(h\rho-\rho h^\dagger)+S$. Here $h$ contains the site energies, the hoppings and $-i/2$ on each filter site, and $S$ injects electrons at rate 1 into the upper one. Solving for the first-order lag of $\rho$ behind a slowly moving level also gives $K=-1.574$. Under bias, widths that depend on energy differently in different leads can thus reverse the sign. At zero bias, with equal temperatures, $\bar f$ is a single Fermi function and the friction stays non-negative. Such a negative friction amplifies a small oscillation if no other damping outweighs it.

## (f) Let the widths follow the vibration

**Question.** Suppose that $x$ also changes all $\Gamma_\alpha$ in the same proportion, with $\Gamma'=d\Gamma/dx$. How does the slow friction change at zero bias?

**Solution.** Let $|p\rangle$ be the one-electron eigenstates of the level and leads together, with energies $E_p$ and level amplitudes $d_p$. The level component of the eigenvalue equation reads $(E_p-\varepsilon)d_p=b_p$, where $b_p$ is the sum of $V_k$ times the lead amplitudes. As $\Gamma\propto|V_k|^2$, each $V_k$ changes by $V_k\Gamma'/(2\Gamma)$ per unit $x$. For real amplitudes,

$$M_{pq}=\langle p|\partial_xH|q\rangle=\lambda d_pd_q+\frac{\Gamma'}{2\Gamma}(d_pb_q+b_pd_q)=d_pd_q\left[\lambda+\frac{\Gamma'}{2\Gamma}(E_p+E_q-2\varepsilon)\right].$$

At zero bias the eigenstates are occupied according to one Fermi function, and the golden rule gives the mean absorbed power

$$\tfrac12\gamma\omega^2x_0^2=\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{x_0^2}{4}\sum_{pq}|M_{pq}|^2(f_p-f_q)\,\delta(E_q-E_p-\hbar\omega).$$

For $\Gamma'=0$, using $\sum_pd_p^2\delta(E-E_p)=A/2\pi$, this reproduces (3) at zero bias. For a slow vibration $E_q\to E_p=E$, so $\lambda$ is replaced inside the integral (4) by

$$\lambda_{\rm eff}(E)=\lambda+\Gamma'\,\frac{E-\varepsilon}{\Gamma}.$$

The friction remains non-negative at zero bias. Under bias the eigenstates are not filled by one Fermi function, and neither this argument nor part (c) covers that case.

## (g) Numbers for a molecule under a tip

**Question.** Consider a molecular stretch vibration in the regime of CO on a metal surface under a scanning tip. Take rough round values: level 2.5 eV above the surface Fermi energy, $\Gamma=1$ eV with shares 0.95 (surface) and 0.05 (tip), $\lambda=-50$ eV/nm, vibration quantum 0.25 eV and temperature 300 K. How does the damping depend on the tip chemical potential $\mu_t$, measured from the surface Fermi energy? How far do the neglected effects move it?

**Solution.** Mass numbers 12 and 16 give the reduced mass $m=6.857$ u, or 71 100 eV fs²/nm². For a weakly damped oscillator the vibrational energy decays at the rate $\gamma/m$. The results below are for one spin-orbital in the slow limit, with level, widths and $\lambda$ held fixed.

At zero bias $A(0)=1/(2.5^2+0.25)=0.1538$ eV⁻¹. Equation (5) gives $K\approx0.1538^2/4\pi=0.00188$ eV⁻², and the thermal integral 0.00189 eV⁻². With $\hbar=0.6582$ eV fs,

$$\gamma=0.6582\times50^2\times0.00189\approx3.11\ \text{eV fs/nm}^2,$$

and the damping time is $m/\gamma\approx23$ ps.

With the tip chemical potential on the level, $A(\mu_t)=4$ eV⁻¹ and

$$K\approx\frac{0.95\times0.1538^2+0.05\times4^2}{4\pi}=0.0655\ \text{eV}^{-2}.$$

Thermal averaging over the peak lowers this to 0.0644 eV⁻². The friction is 106 eV fs/nm², or $1.70\times10^{-14}$ kg/s, and the damping time 0.67 ps. The tip supplies 5 % of the width but nearly all the friction, because $A$ enters squared.

| $\mu_t$ (eV) | $\gamma$ (eV fs/nm²) | $\gamma/m$ (1/ps) |
|---|---|---|
| −2 | 2.97 | 0.042 |
| 0 | 3.11 | 0.044 |
| 2 | 29.6 | 0.42 |
| 2.5 | 106 | 1.49 |
| 3 | 29.6 | 0.42 |
| 4 | 4.01 | 0.056 |

The friction is not monotonic in the bias. It peaks when $\mu_t$ crosses the level and falls again beyond it, while the surface term stays constant and keeps a floor under it.

The finite quantum, inserted through (3), raises the zero-bias friction by 1 % and lowers the resonant one by 14 %. On resonance $E$ and $E+\hbar\omega$ cannot both sit on the peak of $A$. The root-mean-square zero-point displacement, 0.0035 nm, moves the level by 0.17 eV. On resonance the current also heats the vibration. With no other damping, the emission and absorption terms of part (c), weighted with $A(E)A(E+\hbar\omega)$, give about 1.1 quanta on average, which raises the root-mean-square level shift to about 0.32 eV. This is comparable to the half-width of 0.5 eV, so linear response is only a rough approximation there. The current itself would be about 5 µA per spin-orbital, so the resonant values illustrate the model and do not describe ordinary tunnelling conditions.

The antibonding orbital of CO is doubly degenerate and has two spin states. Four independent, equally coupled spin-orbitals shorten the damping times to 5.7 ps at zero bias and 0.17 ps on resonance. Electrons in them also repel. Take 2.5 eV as the level without repulsion. With an assumed repulsion of 2 eV between each pair, treated as a static mean field, the level at $\mu_t=2.5$ eV lies at 2.90 eV, and the friction is 0.39 of its value without repulsion, if the mean field stays fixed during the vibration. A mean field that follows the slow vibration opposes the motion of the level and lowers this factor to about 0.26. Most of the level shift (0.33 of 0.40 eV) is present at zero bias too, so it is not mainly an effect of the bias. At zero bias a mean field that follows the vibration halves the friction and lengthens the 5.7 ps to about 11.5 ps. If instead the level follows 10 % of the bias, it rises by 0.25 eV and the factor is 0.65. For an assumed $\Gamma'=5$ eV/nm, part (f) gives at zero bias $\lambda_{\rm eff}=-50-12.5=-62.5$ eV/nm, and the friction grows by the factor $(62.5/50)^2=1.56$.

For CO chemisorbed on metals such as copper or platinum the stretch quantum is indeed near 0.25 eV, and vibrational lifetimes are roughly a few picoseconds; weakly bound CO lives much longer. The fourfold zero-bias estimate without repulsion has the same order of magnitude, which with round parameters is no more than a plausibility check. The slope $\lambda$ matters strongly, because the friction grows as $\lambda^2$. For a free CO molecule the density functional PBE gives a shift of the antibonding orbital energy of about $-100$ eV/nm, twice the assumed size. At a bond length of 0.113 nm the value moves from $-106$ to $-98$ eV/nm between the cc-pVDZ and aug-cc-pVTZ basis sets. With such a slope the estimate would fall from 5.7 ps to between 1.3 and 1.5 ps. The tip share of 5 % is far above that of an ordinary tunnelling contact. At fixed $\Gamma$, the tip term on resonance equals the surface term when the share $s$ satisfies $16s\approx0.1538^2$, or $s\approx0.0015$. For much smaller shares the bias hardly changes the friction, provided the level stays fixed. If the level follows 10 % of the bias, the surface term alone falls by about 31 % at $\mu_t=2.5$ eV and rises by about 50 % at $\mu_t=-2.5$ eV. Real devices also break the assumptions of constant widths: metal bands have structure, and a stretch can alter the coupling to each lead differently. The factor 1.56 covers only equal proportional changes of all widths at zero bias. Under bias, the sign of the friction then has to be computed for the actual widths.

## Calculated quantities

```
Explicit-lead test, hbar = width = 1: K in 1/width^2
 hw=0.0 mu=( 0.0, 0.0) propagated 0.53487 formula 0.53373
 hw=0.0 mu=( 1.0,-1.0) propagated 0.09521 formula 0.09407
 hw=0.0 mu=( 0.4,-3.0) propagated 0.31901 formula 0.31975
 hw=0.0 mu=( 3.0,-2.0) propagated 0.00216 formula 0.00214
 hw=0.6 mu=( 0.0, 0.0) propagated 0.40954 formula 0.40874
 hw=0.6 mu=( 1.0,-1.0) propagated 0.09655 formula 0.09575
 hw=0.6 mu=( 0.4,-3.0) propagated 0.17641 formula 0.17580
 hw=0.6 mu=( 3.0,-2.0) propagated 0.00234 formula 0.00231
Filter model (hopping 0.5, filter sites at +1 and -1, filter width 1):
 K density matrix -1.57407, K energy integral -1.57407
Example inputs (rough, regime of the CO stretch under a tip):
 level 2.5 eV, width 1.0 eV, surface/tip shares (0.95, 0.05)
 level slope -50.0 eV/nm, quantum 0.25 eV, T 300.0 K
 kT 0.02585 eV, hbar 0.65821 eV fs, reduced mass 6.8571 u
 reduced mass 71069.278 eV fs^2/nm^2
 A at surface Fermi energy 0.15385 1/eV
 A at the level energy 4.00000 1/eV
tip mu(eV) K(1/eV^2) gamma(eV fs/nm^2) rate(1/ps) K(hw)/K
  -2.0  0.001805      2.970  0.04178  1.012
  -1.0  0.001821      2.996  0.04215  1.012
   0.0  0.001890      3.109  0.04375  1.012
   1.0  0.002437      4.010  0.05642  1.017
   2.0  0.017989     29.601  0.41651  1.030
   2.5  0.064393    105.961  1.49096  0.864
   3.0  0.017989     29.601  0.41651  1.030
   4.0  0.002437      4.010  0.05642  1.017
Ratio of friction, tip mu 2.5 eV to zero bias: 34.08
Zero-temperature K at tip mu 2.5 eV: 0.065451 1/eV^2
gamma at tip mu 2.5 eV: 1.698e-14 kg/s
Energy damping time: zero bias 22.86 ps, tip mu 2.5 eV 0.671 ps
Upper bound of gamma: 2095.2 eV fs/nm^2
Neglected effects:
 four independent spin-orbitals: damping time zero bias 5.71 ps, tip mu 2.5 eV 0.168 ps
 occupation per spin-orbital at tip mu 2.5 eV: 0.0847
 mean-field repulsion 2.0 eV: level at 2.896 eV, friction times 0.394
 tip field, share 0.1: level up by 0.25 eV, friction times 0.653
 width slope 5.0 eV/nm: zero-bias friction times 1.562
 zero-point amplitude 0.00349 nm moves the level by 0.175 eV
```
